# Random-resistor percolation on site-diluted cubic lattices and novolac dissolution

## The form of the answer

Take a simple cubic lattice of spacing \(a\) whose sites are open independently with probability \(p\). Mobile base hops between neighbouring open sites. The disorder-averaged conductivity is a second-rank tensor with the symmetry of the cube. Reflections \(x\to-x\) remove its off-diagonal elements and quarter turns make its diagonal elements equal, so one number describes it. Divided by its value on the full lattice, this number is a dimensionless function \(s(p)\), with \(s(1)=1\).

Let \(w\) be the hopping rate between open neighbours and \(c_i\) the base concentration at site \(i\), which holds the amount \(a^3c_i\). The net flux through a bond's cross-section \(a^2\) is

\[
\frac{wa^3(c_i-c_j)}{a^2}=wa^2\,\frac{c_i-c_j}{a}=D_0\,\frac{c_i-c_j}{a},\qquad D_0=wa^2 .
\]

In a steady state the fluxes into each site cancel. This is Kirchhoff's law with equal resistors, concentration playing the part of voltage. Across a zone of thickness \(d\gg a\), with concentration \(c\) on the liquid side and zero at the inner side, the flux is \(J=D_0\,s(p)\,c/d\).

In the percolation picture of novolac, open sites are phenolic groups that pass base, and inhibitor closes sites. Let \(n\) be the density of phenolic groups and \(\alpha\) the fraction that must be ionised before chains leave. A front advancing by \(R\,dt\) consumes \(\alpha nR\,dt\) of base per unit area, and transport supplies \(J\,dt\). Therefore

\[
R=\frac{D_0\,c}{d\,\alpha\,n}\,s(p). \tag{1}
\]

This assumes that transport limits the rate, that \(d\) does not depend on \(p\), and that the zone is quasi-steady. It also assumes that a closed group can be ionised by base on an open neighbour, although it passes no base on. Without this, \(\alpha\) could not exceed the open fraction \(p\). Here \(c\) is the concentration in the liquid, and any partition coefficient is absorbed in \(D_0\).

Near the threshold \(p_c\) the assumed scaling picture has one relevant length, \(\xi\sim|p-p_c|^{-\nu}\). In a cell of \(L\) sites per edge, \(s\) then depends on \(L/\xi\) apart from a power of \(L\):

\[
s(p,L)=L^{-t/\nu}F\!\left[(p-p_c)L^{1/\nu}\right]. \tag{2}
\]

For \(L\gg\xi\) and \(p>p_c\) the size must drop out. This requires \(F(x)\sim x^t\), since \(L^{-t/\nu}(L^{1/\nu})^t=1\), and gives \(s\sim(p-p_c)^t\). The numerical task is to find \(p_c\) and \(t\), and to learn how close to \(p_c\) the power law must be used.

## The linear problem and its error

Use a periodic cell with \(N=L^3\) sites, unit bond conductance and unit mean field. For a bond from \(i\) to its forward neighbour \(j\), let \(u_{ij}=1\) along the field and \(u_{ij}=0\) across it. The drop is \(\delta_{ij}=u_{ij}+\phi_j-\phi_i\), with \(\phi\) periodic. The dissipated power is

\[
P[\phi]=\sum_{ij}g_{ij}\,\delta_{ij}^2 ,
\]

where \(g_{ij}=1\) if both ends are open and zero otherwise. Setting \(\partial P/\partial\phi_k=0\) gives

\[
\sum_{i}g_{ik}\delta_{ik}-\sum_jg_{kj}\delta_{kj}=0, \tag{3}
\]

which is current conservation at \(k\). Multiplying (3) by \(\phi_k\) and summing over \(k\) gives \(\sum g_{ij}\delta_{ij}(\phi_j-\phi_i)=0\). Since \(\delta_{ij}=u_{ij}+(\phi_j-\phi_i)\),

\[
s=\frac1N\sum_{ij}g_{ij}u_{ij}\delta_{ij}=\frac1N\sum_{ij}g_{ij}\delta_{ij}^2 . \tag{4}
\]

The first form is the mean current density and the second is the power per site. They agreed within \(10^{-6}\), in units of the full-lattice conductivity, in every solution.

If the computed potential is \(\phi+e\), the term of \(P\) linear in \(e\) vanishes by (3), and

\[
P[\phi+e]=P[\phi]+\sum_{ij}g_{ij}(e_j-e_i)^2 .
\]

The power is thus an upper estimate whose error is quadratic in the error of the potential. Sampling, not algebra, limits the accuracy here. The same principle shows that raising any \(g_{ij}\) cannot lower \(s\): the power rises or stays equal for every trial potential, and so does its minimum.

The matrix of (3) is singular, because a constant may be added to \(\phi\) on each cluster. For direct factorisation, add 1 to the diagonal element of one anchor site per cluster. Summing the equations over the cluster makes the original matrix and the right-hand side cancel, leaving \(\phi_{\rm anchor}=0\). The added term then vanishes, so the original equations are still satisfied. Direct factorisation serves at threshold. Conjugate gradients with diagonal preconditioning serve for the larger networks above it.

## Which clusters conduct

Suppose that no closed path in a cluster winds around the cell along the field. Then each site has a single-valued unwrapped coordinate \(X_i\). The choice \(\phi_i=-X_i\) makes every drop zero, and the cluster carries no current.

Suppose instead that a simple loop of \(m\) bonds winds \(q\neq0\) times. The terms in \(\phi\) cancel around the loop, so its drops sum to \(qL\). The Cauchy–Schwarz inequality gives \(\sum\delta^2\ge(qL)^2/m\). With \(m\le L^3\),

\[
s\ge\frac{q^2L^2}{mL^3}\ge\frac1{L^4}.
\]

For \(L=24\) this bound is \(3\times10^{-6}\), so a cut at \(s=10^{-8}\) separates conducting cells from rounding error. Clusters with fewer than \(L\) sites can be discarded before the solution, since a winding loop must visit all \(L\) layers.

Winding can also be found without potentials. Repeat the cell five times along the field and close it periodically. A non-winding cluster becomes five separate copies; a winding one becomes fewer, unless all its winding numbers are multiples of five. For 40 random cells with \(L=8\), in three directions each, this count agreed with the presence of current in all 120 cases.

## The dilute limit

The other end of the curve follows from one vacancy at the origin, with the field along \(x\). Let \(\psi\) be the total potential, increasing by one per site on average, and \(\mathbf e\) the unit step along \(x\). Reflection makes \(\psi\) odd in \(x\), so the four transverse neighbours have \(\psi=0\). If the origin is restored at \(\psi=0\), its four transverse bonds carry nothing and may be put back freely.

The two bonds along \(x\) are different. Let \(\psi(\mathbf e)=v\). Restoring them would draw current \(v\) from \(\mathbf e\) and deliver \(v\) to \(-\mathbf e\). To cancel this, inject \(v\) at \(\mathbf e\) and extract \(v\) at \(-\mathbf e\). With the lattice Green function defined by \(6G(\mathbf r)-\sum_{\rm nn}G=\delta_{\mathbf r,0}\),

\[
\psi(\mathbf r)=x+v\,[G(\mathbf r-\mathbf e)-G(\mathbf r+\mathbf e)] .
\]

At \(\mathbf r=\mathbf e\) this reads \(v=1+v[G(0)-G(2)]\), where \(G(2)\) is the value two steps along an axis. Hence

\[
v=\frac1{1-[G(0)-G(2)]}.
\]

On the restored lattice the drops along \(x\) sum to \(N\). The real lattice lacks two of these bonds, each with drop \(v\), so \(s=(N-2v)/N\). For independent vacancies at low concentration,

\[
s=1-2v(1-p)+O[(1-p)^2]. \tag{5}
\]

To evaluate \(G\), write its Fourier denominator as \(1/A=\int_0^\infty e^{-A\tau}d\tau\), with \(A=6-2\sum_\mu\cos k_\mu\). Each angular integral is a modified Bessel function, \((2\pi)^{-1}\int_{-\pi}^{\pi}\cos(mk)\,e^{2\tau\cos k}dk=I_m(2\tau)\), so

\[
G(0)-G(2)=\int_0^\infty e^{-6\tau}I_0(2\tau)^2[I_0(2\tau)-I_2(2\tau)]\,d\tau=0.20984 .
\]

This gives \(2v=2/0.79016=2.5311\). A direct solution with one vacancy in a cell of \(14^3\) sites gives 2.5303, lower by a relative \(3\times10^{-4}\). The vacancy concentration, \(1/14^3=3.6\times10^{-4}\), sets the order of the interaction between periodic images, so a difference of this size is expected.

## The threshold from spanning

Give each site a fixed random number between 0 and 1, and open it when the number is below \(p\). Raising \(p\) only adds sites, so each field has one value at which a cluster first joins two opposite faces. Eleven bisections of the interval 0.10–0.60 leave a bracket of \(0.5/2^{11}=0.00024\). The side faces are free.

Finite-size scaling gives both the shift of the mean and the width (standard deviation) of these thresholds the same leading power:

\[
\bar p_L=p_c+A L^{-1/\nu},\qquad \Delta_L=B L^{-1/\nu}
\quad\Rightarrow\quad \bar p_L=p_c+\frac AB\,\Delta_L .
\]

A straight line through \(\bar p_L\) against \(\Delta_L\) therefore meets \(\Delta=0\) at \(p_c\), without prior knowledge of \(\nu\).

| \(L\) | fields | \(\bar p_L\) | \(\Delta_L\) |
|---|---|---|---|
| 10 | 600 | 0.3298 | 0.0399 |
| 16 | 400 | 0.3245 | 0.0226 |
| 24 | 300 | 0.3198 | 0.0155 |
| 36 | 160 | 0.3171 | 0.0086 |

The weighted line gives \(p_c=0.3135\pm0.0009\), and the decay of the width gives \(\nu=0.855\pm0.033\). These errors are standard deviations over 200 resamplings of the fields. The threshold lies 0.0019, or about two standard errors, above 0.3116, the value established by larger simulations of this lattice. Free faces may also add corrections of relative order \(1/L\) that differ between mean and width; their contribution was not separated. An independent set of fields of similar size gives \(p_c=0.3113\pm0.0010\) and \(\nu=0.95\pm0.03\), which shows how far these estimates move between samples.

## The exponent from size scaling

At \(p=p_c\) the argument of \(F\) in (2) is zero for every \(L\), so \(s\sim L^{-t/\nu}\). Averaging over conducting cells alone reduces the noise from zeros. It leaves the exponent unchanged if the conducting fraction tends to a constant.

| \(L\) | fields | conducting fraction | mean \(s\) if conducting |
|---|---|---|---|
| 8 | 400 | 0.291 | 0.01226 |
| 12 | 300 | 0.274 | 0.00493 |
| 16 | 250 | 0.261 | 0.00246 |
| 24 | 150 | 0.300 | 0.00095 |

The fraction shows no steady trend, while \(s\) falls by a factor of 13. The end points alone give \(\ln(0.01226/0.000952)/\ln3=2.33\), and the fit to all four sizes gives \(t/\nu=2.331\pm0.050\). Hence

\[
t=2.331\times0.855=1.99\pm0.09 .
\]

The relative errors of the factors are 2.1% and 3.9%. Added in quadrature they give 4.4%, in accord with the resampled error. The uncertainty in \(\nu\) therefore dominates.

One error is missing from this figure: the resistor cells were all generated at the estimate 0.3135. With the true threshold at 0.3116, the offset in the scaling variable is \(0.0019L^{1/\nu}\), about 0.02 for \(L=8\) and 0.08 for \(L=24\). The width of the spanning distribution in the same variable is \(B\approx0.0399\times10^{1/0.855}=0.59\). The largest cells thus sit about 0.13 of a width above threshold. Solving common fields at both 0.3116 and 0.3135 changes \(t/\nu\) by \(0.005\pm0.025\), so this bias is smaller than the sampling error. That independent sample gives \(t/\nu\approx2.28\); with \(\nu=0.95\) this would give \(t\approx2.16\), so the closeness of 1.99 to 2 is partly chance.

## What a fit to the conductivity curve sees

A dissolution experiment measures rates at several compositions, not at several system sizes. The corresponding calculation uses cells with \(L=30\). The same six random fields serve for every \(p\) up to 0.50, and two of them for larger \(p\), so errors at different \(p\) are correlated. A standard error estimated from only two fields is itself very uncertain and can be several times too small.

| \(p\) | \(s\) | standard error |
|---|---|---|
| 0.36 | 0.0087 | 0.0008 |
| 0.38 | 0.0177 | 0.0010 |
| 0.40 | 0.0277 | 0.0011 |
| 0.43 | 0.0465 | 0.0013 |
| 0.50 | 0.1060 | 0.0021 |
| 0.60 | 0.2196 | 0.0009 |
| 0.80 | 0.549 | 0.004 |

With \(p_c\) fixed at 0.3135, a logarithmic fit over 0.36–0.50 gives an exponent of 1.78, not 2. With the threshold free, the same data give \(p_c=0.322\) and \(t=1.60\). In this sample the free fit places the threshold within about 0.01 but does not give the asymptotic exponent. Its sampling error was not computed, and with only six correlated fields it may be large.

The coupling between the two parameters can be seen from the end points:

\[
t_{\rm fit}\simeq\frac{\ln(0.1060/0.0087)}{\ln[(0.50-p_c)/(0.36-p_c)]}.
\]

This is 1.80 for \(p_c=0.3135\), 1.83 for 0.312 and 1.61 for 0.3224. A shift of 0.009 in the threshold costs 0.19 in the exponent. The 9% standard error of \(s(0.36)\) changes the exponent by \(0.09/1.39=0.06\), less than the distance from 2. This estimate leaves out the effect of the finite cell. Three fields with \(L=40\), each in three directions, give \(s(0.36)=0.0080\), \(s(0.38)=0.0163\) and an exponent of about 1.85 over the same window, so the value 1.78 belongs to this sample, this cell and this window.

The far end has a definite value. Define the local exponent as \(t_{\rm loc}=(p-p_c)\,d\ln s/dp\). From (5),

\[
t_{\rm loc}(1)=2v(1-p_c)=2.5311\times0.6865=1.74 .
\]

A fit over 0.60–0.90 gives 1.73, in agreement. An exponent near 1.75 therefore describes most of the curve. At the end \(p=1\) it follows from the single-vacancy slope and the position of \(p_c\), not from critical behaviour. If \(t\) is near 2, as size scaling indicates, the local exponent must rise towards \(p_c\). The six fields with \(L=30\) are too noisy to resolve that rise. The three fields with \(L=40\) show its start: about 1.77 over 0.43–0.50, 1.85 over 0.38–0.43 and 1.97 over 0.36–0.38. Its precise form remains open.

## A novolac film in aqueous base

Take rough typical values for novolac in aqueous tetramethylammonium hydroxide: density 1.2 g/cm³, repeat mass 120 g/mol, base 0.26 mol/L, penetration zone 10 nm and \(\alpha=0.5\). The value \(D_0=10^{-9}\) cm²/s is chosen to set the rate scale. The group density is \(n=1.2/120=0.010\) mol/cm³, or 10 mol/L, and one site per group gives \(a=(nN_A)^{-1/3}=0.55\) nm. Since \(D_0=10^5\) nm²/s,

\[
\frac{D_0c}{d\alpha n}=\frac{10^5}{10}\times\frac{0.26}{0.5\times10}=520\ \text{nm/s}.
\]

Let the open fraction be 0.60 after exposure and 0.38 with inhibitor. The rates are \(520\times0.2196=114\) nm/s and \(520\times0.0177=9.2\) nm/s, a contrast of 12.4. The 5% error of \(s(0.38)\) makes this uncertain by about 0.7. The cell size adds to this: cells with \(L=40\) give \(s(0.38)=0.0163\), \(s(0.60)=0.223\) and a contrast near 13.7. A square law applied to both compositions would give

\[
\left(\frac{0.60-0.3135}{0.38-0.3135}\right)^2=18.6,
\]

which is 50% above the network value. With \(p_c=0.3116\) the square law gives 17.8, which is 30% above the contrast of 13.7 from the larger cells. Part of the 50% therefore comes from the threshold estimate and the sample, and the rest from using the asymptotic exponent outside its window.

The quasi-steady assumption holds well here if open sites take up base at about the liquid concentration, that is, if the partition coefficient is near one. In the frame of the moving front, base stored on open sites changes the flux across the zone by at most \(Rpc\). Relative to \(J=R\alpha n\) this is \(pc/(\alpha n)=0.60\times0.26/5=0.03\).

Other neglected effects were sized for the inhibited film, with \(p=0.38\) held fixed:

- **Leakage.** Giving every bond that touches a closed site a conductance of \(10^{-3}\) multiplies the rate by 1.24. Below \(p_c\) such leakage would replace the model's zero rate by a finite one.
- **Finite zone.** A zone of 10 nm holds 18 layers. In the six fields used, such a slab between two electrodes conducts about 1.3 times as well as the periodic cell. From six fields this factor scatters by about 0.06; about 100 fields give 1.39. The electrodes can join clusters that would not wind in bulk, and their own sites are all open, which improves the contact. With electrodes formed by the open sites of two random layers 18 spacings apart the factor is 1.26, so the better contact is the smaller part.
- **Correlated closing.** If inhibitor closes neighbouring sites in pairs, the rate rises by a factor of 2.1. The mean open fraction matched 0.38 within 0.01. Such a mismatch changes \(s\) by roughly a quarter, so it cannot account for the factor.

With the exposed rate held at 114 nm/s, pairwise closing alone would lower the contrast from 12.4 to \(12.4/2.11=5.9\). Pairwise closing also raises the exposed rate, by about 13% at \(p=0.60\), so with both films treated alike the contrast is near 7. It is the largest effect only for the chosen leak of \(10^{-3}\); a leak of \(10^{-2}\) multiplies the inhibited rate by about 2.5.

Supply from the liquid matters less. For a liquid diffusivity of \(10^{-5}\) cm²/s and a boundary layer of 10 µm, both rough, the exposed film demands 2.2% of the greatest possible supply. With an assumed activation energy of 0.5 eV, the Arrhenius factor for a rise of 1 K at 296 K is 7%. This is not a prediction for real resists, whose apparent activation energy in this developer is reported to depend on exposure and can be negative.

The exposed rate near 100 nm/s is no test of the model, since \(D_0\) was chosen to set it. The contrast of 12 follows from the two chosen open fractions. It is low, because novolac resists with diazonaphthoquinone inhibitor can reach hundreds or more. To obtain 1000 from this model with the exposed film still at \(p=0.60\), \(s\) in the inhibited film would have to fall to \(0.2196/1000=2.2\times10^{-4}\). Extrapolating from \(p=0.36\) with \(t=2\) gives

\[
p-p_c\approx0.0465\sqrt{\frac{2.2\times10^{-4}}{0.0087}}\approx0.007 .
\]

This is smaller than the spanning width of 0.023 found for \(L=16\), a size close to the zone thickness, so the bulk law cannot be trusted there. In bulk, fewer than half of the sites lie on or next to the spanning cluster at this distance from threshold, so \(\alpha=0.5\) could not be met through that cluster and the assumption behind (1) also fails. Even at the estimated threshold, the cells with \(L=16\) average \(0.261\times0.00246=6\times10^{-4}\) when non-conducting ones are included, about three times the value sought. A periodic cube understates the zone itself: a wide slab of 18 layers between electrodes gives about \(1.7\times10^{-3}\) at \(p=0.3135\), eight times the value sought, and falls to \(2.2\times10^{-4}\) only between \(p=0.30\) and \(0.28\), below the bulk threshold. A thin zone therefore needs more inhibition for a contrast of 1000 than the bulk law suggests, and it has no sharp zero at \(p_c\). Real films also break the assumption that exposure merely reopens sites, because the photoproduct is an acid that itself promotes dissolution. Swelling, ionic fields, chain length and a zone thickness that varies with composition lie outside equation (1). The equation also makes the rate proportional to base concentration, whereas measured novolac rates commonly rise more steeply, so it should not be used to predict the effect of developer strength.

The calculation therefore supports the transport law that the percolation picture borrows, with a threshold near 0.31 and an asymptotic exponent near 2. It does not show that novolac obeys that picture. A measured exponent of 2 over a wide range of composition would not by itself confirm this lattice model, which gives about 1.75 over most of its range. The full set of values is in the numerical output below.

## Table of computed values

```
Green function difference G(0)-G(2): 0.20984
slope at p=1, Green / network: 2.5311 / 2.5303
spanning L=10, samples 600: mean p 0.3298, width 0.0399
spanning L=16, samples 400: mean p 0.3245, width 0.0226
spanning L=24, samples 300: mean p 0.3198, width 0.0155
spanning L=36, samples 160: mean p 0.3171, width 0.0086
extrapolated threshold pc: 0.3135 +- 0.0009 (statistical)
correlation exponent nu: 0.855 +- 0.033 (statistical)
at pc L=8, samples 400: conducting fraction 0.291, mean s if conducting 1.226e-02
at pc L=12, samples 300: conducting fraction 0.274, mean s if conducting 4.927e-03
at pc L=16, samples 250: conducting fraction 0.261, mean s if conducting 2.464e-03
at pc L=24, samples 150: conducting fraction 0.300, mean s if conducting 9.521e-04
t/nu from size scaling: 2.331 +- 0.050
t from size scaling: 1.994 +- 0.087
winding-conduction comparisons, all agreeing: 120
bulk cell edge: 30 sites
s(p=0.36): 0.00871 +- 0.00078, fields 6
s(p=0.38): 0.01772 +- 0.00095, fields 6
s(p=0.40): 0.02772 +- 0.00114, fields 6
s(p=0.43): 0.04654 +- 0.00134, fields 6
s(p=0.46): 0.06891 +- 0.00170, fields 6
s(p=0.50): 0.10604 +- 0.00206, fields 6
s(p=0.60): 0.21963 +- 0.00093, fields 2
s(p=0.70): 0.36792 +- 0.00021, fields 2
s(p=0.80): 0.54929 +- 0.00418, fields 2
s(p=0.90): 0.75981 +- 0.00237, fields 2
free transport fit, p 0.36-0.50: pc 0.3224, t 1.598
t with pc fixed, p 0.36-0.50: 1.781
t with pc fixed, p 0.60-0.90: 1.733
effective exponent at p=1: 1.738
film density 1.2 g/cm3, repeat mass 120 g/mol
base 0.26 mol/L, zone 10 nm, ionised fraction 0.5
D0: 1.0e-09 cm2/s; site spacing: 0.550 nm
rate at s=1: 520.0 nm/s
exposed p=0.60: rate 114.2 nm/s
inhibited p=0.38: rate 9.21 nm/s
rate contrast, network / square law: 12.4 / 18.6
closed-site leak 1e-03: inhibited rate factor 1.241
finite zone of 18 layers: inhibited rate factor 1.304
sites closed in pairs: inhibited rate factor 2.114
liquid: D 1e-05 cm2/s, layer 10 um
base demand / liquid supply limit, exposed: 0.0220
1 K rise at 296 K, 0.5 eV: rate factor 1.068
```
